# The one-loop electron mass shift with a Pauli-Villars photon: test program

```python
"""One-loop electron mass shift with a Pauli-Villars photon.

Result under test, for cutoff mass Lambda much larger than m:
    delta_m = (3 alpha / 4 pi) m [ln(Lambda^2/m^2) + 1/2]
m: physical electron mass, delta_m: physical minus bare mass,
alpha: fine-structure constant, Lambda: mass of the subtracted photon.
Units hbar = c = 1; the tests use m = 1, so ratio means Lambda/m.
The Feynman-parameter formula is compared with a direct integration over
Euclidean photon momentum that uses no Feynman parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

pi = np.pi


def parameter_integral(ratio):
    """Integral of (2-x) ln[1 + x ratio^2/(1-x)^2], written with y = 1-x."""
    def integrand(y):
        return (1 + y) * np.log1p((1 - y) * ratio**2 / y**2)
    return quad(integrand, 0, 1, epsabs=1e-11, epsrel=1e-11, limit=300)[0]


def shift_from_parameters(ratio):
    """delta_m / (alpha m) at any cutoff."""
    return parameter_integral(ratio) / (2 * pi)


def shift_asymptotic(ratio):
    """delta_m / (alpha m) for a large cutoff."""
    return 3 / (4 * pi) * (2 * np.log(ratio) + 0.5)


nodes, weights = np.polynomial.legendre.leggauss(200)
psi = (nodes + 1) * pi / 4
psi_weights = weights * pi / 4


def shift_from_momentum(ratio):
    """delta_m / (alpha m) from the four-dimensional Euclidean integral.

    The integrand is sin^2(theta) (1+2c^2)/(K^2+4c^2), c = cos(theta).
    With c = sin(phi) and tan(phi) = a tan(psi), a = K/sqrt(K^2+4),
    the narrow angular peak at small K is removed.
    """
    def integrand(log_k):
        k = np.exp(log_k)
        a = k / np.sqrt(k**2 + 4)
        cos2 = 1 / (1 + (a * np.tan(psi))**2)
        angular = 2 * a * np.sum(psi_weights * cos2 * (3 - 2 * cos2))
        return angular / (1 + (k / ratio)**2)
    top = np.log(ratio)
    edges = [-25.0, -5.0, 5.0, top + 20] if top < 6 else [
        -25.0, -5.0, 5.0, top - 5, top + 5, top + 20]
    total = sum(quad(integrand, lo, hi, epsabs=1e-10, epsrel=1e-10,
                     limit=200)[0] for lo, hi in zip(edges, edges[1:]))
    return 2 / pi**2 * total


# Dirac algebra with explicit matrices, including a complex k0
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], np.eye(2))]
gamma += [np.kron(1j * pauli[1], s) for s in pauli]
metric = np.array([1, -1, -1, -1])


def slash(v):
    return sum(metric[i] * v[i] * gamma[i] for i in range(4))


unit = np.eye(4)
p = np.array([1, 0, 0, 0], complex)
k_test = np.array([0.8j, 0.3, -0.5, 0.9])
middle = slash(p - k_test) + unit
sandwich = sum(metric[i] * gamma[i] @ middle @ gamma[i] for i in range(4))
assert np.allclose(sandwich, -2 * slash(p - k_test) + 4 * unit)
on_shell = np.trace((slash(p) + unit) @ sandwich) / 4
assert abs(on_shell - (2 + 2 * k_test[0])) < 1e-12
# Real part of numerator over electron denominator after rotation
K2 = 0.8**2 + np.sum(k_test[1:].real**2)
c2 = 0.8**2 / K2
electron_denominator = -K2 - 2 * k_test[0]
assert abs((-on_shell / electron_denominator).real
           - 2 * (1 + 2 * c2) / (K2 + 4 * c2)) < 1e-12

# Contour rotation: residues below the real k0 axis against imaginary axis
q, cutoff = 0.7, 5.0
energy_e, energy_heavy = np.sqrt(q**2 + 1), np.sqrt(q**2 + cutoff**2)


def electron_part(k0):
    return (2 + 2 * k0) / (k0**2 - 2 * k0 - q**2)


def photon_part(k0):
    return 1 / (k0**2 - q**2) - 1 / (k0**2 - energy_heavy**2)


pole_e = 1 + energy_e
residues = (electron_part(q) / (2 * q)
            - electron_part(energy_heavy) / (2 * energy_heavy)
            + (2 + 2 * pole_e) / (2 * energy_e) * photon_part(pole_e))
axis = 2 * quad(lambda w: (electron_part(1j * w) * photon_part(1j * w)).real,
                0, np.inf, epsabs=1e-11, limit=300)[0]
assert abs(axis + 2 * pi * residues) < 1e-7

# Radial integral of the regulated difference
d0, d1 = 0.4, 9.0
radial = quad(lambda r: r**3 * (1 / (r**2 + d0)**2 - 1 / (r**2 + d1)**2),
              0, np.inf, epsabs=1e-11, limit=300)[0] * 2 * pi**2 / (2 * pi)**4
assert abs(radial - np.log(d1 / d0) / (16 * pi**2)) < 1e-9

# Constants of the parameter integral
weight_one = quad(lambda x: 2 - x, 0, 1)[0]
weight_lnx = quad(lambda x: (2 - x) * np.log(x), 0, 1)[0]
weight_ln1mx = quad(lambda y: -2 * (1 + y) * np.log(y), 0, 1)[0]
assert abs(weight_one - 1.5) < 1e-10
assert abs(weight_lnx + 1.75) < 1e-8
assert abs(weight_ln1mx - 2.5) < 1e-8

# Physical inputs
alpha = const.fine_structure
mev = 1e6 * const.e
m_e = const.m_e * const.c**2 / mev
planck_kg = np.sqrt(const.hbar * const.c / const.G)
m_planck = planck_kg * const.c**2 / mev
planck_ratio = m_planck / m_e

# Momentum integral against parameter formula, small to Planckian cutoff
for ratio in (1.0, 10.0, 1000.0, planck_ratio):
    direct = shift_from_momentum(ratio)
    assert abs(direct / shift_from_parameters(ratio) - 1) < 1e-7
direct_planck = direct
assert abs(direct_planck / shift_asymptotic(planck_ratio) - 1) < 1e-7

# First omitted term; the remainder must be of order (m/Lambda)^4 ln
for ratio in (30.0, 100.0):
    eps, log2 = ratio**-2, 2 * np.log(ratio)
    bracket = parameter_integral(ratio) * 2 / 3
    omitted = eps * (4 * log2 / 3 - 8 / 9)
    assert abs(bracket - log2 - 0.5 - omitted) < 20 * eps**2 * log2

# Worked example
log_planck = 2 * np.log(planck_ratio)
prefactor = 3 * alpha / (4 * pi)
fraction = alpha * shift_asymptotic(planck_ratio)
reduced_ratio = planck_ratio / np.sqrt(8 * pi)
fraction_reduced = alpha * shift_asymptotic(reduced_ratio)
doubling = alpha * (shift_from_parameters(2 * planck_ratio)
                    - shift_from_parameters(planck_ratio))
assert abs(doubling - prefactor * 2 * np.log(2)) < 1e-9
log10_equal = (1 / prefactor - 0.5) / (2 * np.log(10))
eps_planck = planck_ratio**-2
omitted_planck = eps_planck * (4 * log_planck / 3 - 8 / 9)

print(f"integral of (2-x): {weight_one:.4f}")
print(f"integral of (2-x) ln x: {weight_lnx:.4f}")
print(f"integral of -2(2-x) ln(1-x): {weight_ln1mx:.4f}")
print("delta_m/(alpha m), dimensionless, by cutoff ratio Lambda/m:")
for ratio in (1.0, 10.0, 100.0, 1000.0):
    print(f"  ratio {ratio:6.0f}: momentum integral "
          f"{shift_from_momentum(ratio):.6f}, parameter formula "
          f"{shift_from_parameters(ratio):.6f}, "
          f"large-cutoff formula {shift_asymptotic(ratio):.6f}")
print(f"  Planck ratio: momentum integral {direct_planck:.6f}, "
      f"large-cutoff formula {shift_asymptotic(planck_ratio):.6f}")
print(f"fine-structure constant alpha: {alpha:.9f}")
print(f"electron mass m: {m_e:.6f} MeV")
print(f"Planck mass: {m_planck:.5e} MeV")
print(f"Planck mass / m: {planck_ratio:.5e}")
print(f"ln(Lambda^2/m^2) at Planck mass: {log_planck:.4f}")
print(f"bracket ln(Lambda^2/m^2) + 1/2: {log_planck + 0.5:.4f}")
print(f"first omitted term in bracket: {omitted_planck:.1e}")
print(f"prefactor 3 alpha/(4 pi): {prefactor:.7f}")
print(f"delta_m/m at Planck mass: {fraction:.5f}")
print(f"delta_m at Planck mass: {fraction * m_e:.5f} MeV")
print(f"delta_m at Planck mass: {fraction * m_e * 1000:.2f} keV")
print(f"bare mass m - delta_m: {(1 - fraction) * m_e:.5f} MeV")
print(f"square of delta_m/m: {fraction**2:.4f}")
print(f"delta_m/m at reduced Planck mass: {fraction_reduced:.5f}")
print(f"change of delta_m/m when Lambda doubles: {doubling:.6f}")
print(f"log10(Lambda/m) where first-order delta_m = m: {log10_equal:.2f}")
print("checks complete")
```

Printed output:

```
integral of (2-x): 1.5000
integral of (2-x) ln x: -1.7500
integral of -2(2-x) ln(1-x): 2.5000
delta_m/(alpha m), dimensionless, by cutoff ratio Lambda/m:
  ratio      1: momentum integral 0.353435, parameter formula 0.353435, large-cutoff formula 0.119366
  ratio     10: momentum integral 1.231577, parameter formula 1.231577, large-cutoff formula 1.218770
  ratio    100: momentum integral 2.318445, parameter formula 2.318445, large-cutoff formula 2.318173
  ratio   1000: momentum integral 3.417581, parameter formula 3.417581, large-cutoff formula 3.417576
  Planck ratio: momentum integral 24.722098, large-cutoff formula 24.722098
fine-structure constant alpha: 0.007297353
electron mass m: 0.510999 MeV
Planck mass: 1.22089e+22 MeV
Planck mass / m: 2.38922e+22
ln(Lambda^2/m^2) at Planck mass: 103.0557
bracket ln(Lambda^2/m^2) + 1/2: 103.5557
first omitted term in bracket: 2.4e-43
prefactor 3 alpha/(4 pi): 0.0017421
delta_m/m at Planck mass: 0.18041
delta_m at Planck mass: 0.09219 MeV
delta_m at Planck mass: 92.19 keV
bare mass m - delta_m: 0.41881 MeV
square of delta_m/m: 0.0325
delta_m/m at reduced Planck mass: 0.17479
change of delta_m/m when Lambda doubles: 0.002415
log10(Lambda/m) where first-order delta_m = m: 124.54
checks complete
```
